Why a grid-sampled augmentation charge ripples as the atom moves

**Question.** In an ultrasoft pseudopotential calculation, the augmentation function Q(r) is evaluated directly at the points of a real-space grid. When the atom is moved rigidly, the total charge found by summing over the grid rises and falls with the period of the grid. Where does this ripple come from, what sets its size, and why does the plane-wave part of the density not show it?

**Answer.**

**What the grid cannot distinguish**

Summing a function over grid points and multiplying by the volume per point is a way of integrating it. Consider what this does to a single wave exp(iG·r). The integral of the wave over a supercell vanishes unless G = 0. The grid sum also vanishes for most G, because the values at successive points cancel. It fails to vanish when the wave takes the value 1 at every grid point. Such a wave looks constant to the grid, and the sum counts it as charge.

The waves that deceive the grid in this way have wave vectors K with

exp(iK·r_n) = 1 for every grid point r_n.

These K form the lattice reciprocal to the grid. For a cubic grid of step h they are K = (2π/h)(n₁, n₂, n₃) with integer nᵢ. They are a sparse subset of the supercell reciprocal vectors G, whose spacing is set by the much larger supercell.

A function confined to a sphere contains arbitrarily short waves, in general including those at K. If the function is moved by R, its component at K acquires the phase exp(−iK·R). The false charge therefore changes with R, and returns to its old value when R changes by a grid step.

**The formula**

The ultrasoft density of one atom at R has the form

n(r) = Σᵢ fᵢ [ |ψᵢ(r)|² + Σ_jk Q_jk(r−R) ⟨ψᵢ|β_j⟩⟨β_k|ψᵢ⟩ ],

where fᵢ are occupations and β_j are projectors. It is enough to study one function Q, since the density is linear in the Q_jk. I count electrons as positive density and use Hartree atomic units. Define

Q̂(k) = ∫ Q(r) exp(−ik·r) d³r, q = ∫ Q(r) d³r = Q̂(0).

Let ΔV be the volume per grid point, and let

F(R) = ΔV Σ_n Q(r_n−R)

be the sampled charge. The sum runs over the infinite grid. If the supercell holds a whole number of grid steps, this equals the sum over one supercell of Q together with its periodic images.

A shift of R by a grid translation merely relabels the points, so F has the periodicity of the grid and can be written as a Fourier series:

F(R) = Σ_K c_K exp(−iK·R).

The coefficients follow by integrating over one grid cell, whose volume is ΔV:

c_K = (1/ΔV) ∫_cell F(R) exp(iK·R) d³R
= Σ_n ∫_cell Q(r_n−R) exp(iK·R) d³R.

In the nth term put u = r_n−R. Then exp(iK·R) = exp(iK·r_n) exp(−iK·u) = exp(−iK·u), by the definition of K. As R covers one cell, u covers a cell displaced by r_n, and these cells together fill all space once. The sum of cell integrals is thus one integral over all space:

c_K = ∫ Q(u) exp(−iK·u) d³u = Q̂(K).

This is Poisson summation. Separating the term K = 0, which is the true charge, gives

δq(R) = F(R) − q = Σ_{K≠0} Q̂(K) exp(−iK·R).

I assume that Q is continuous with compact support and that |Q̂| falls at least as fast as k^−(3+ε) for some ε > 0. The series then converges absolutely, because the number of K in a shell of given thickness grows as K². The error is a sum over all nonzero K with phases, and not a single value of Q̂. Its average over all R in a grid cell is zero, since each phase averages to zero. Orthogonality of the phases gives its mean square:

⟨δq²⟩ = Σ_{K≠0} |Q̂(K)|².

The total charge is one Fourier component of the sampled density. For another supercell vector G, define f(u) = Q(u) exp(−iG·u), whose transform at K is Q̂(G+K). Since exp(−iG·r_n) = exp(−iG·R) exp[−iG·(r_n−R)], the result above applied to f gives

ΔV Σ_n Q(r_n−R) exp(−iG·r_n) = Σ_K Q̂(G+K) exp[−i(G+K)·R].

Every component is contaminated by those a grid vector away. This is aliasing, and the charge error is its G = 0 case.

**Why the soft density is exempt**

The orbitals ψᵢ are built from plane waves with wave vectors up to k_max. In |ψᵢ|² each wave vector is a difference of two of these, so it is no longer than 2k_max. If every nonzero K is longer than 2k_max, the soft density has no component that the grid can mistake for charge, and its grid sum is exact wherever the atoms are.

A one-dimensional example shows the limit. An orbital with harmonics −3 to 3 has a density with harmonics −6 to 6. Seven points per period integrate it to rounding error. With six points, the harmonics ±6 look constant, and the sum for the normalized random orbital of the numerical check is wrong by 0.078 electron.

Q has no such limit. A function that vanishes outside a sphere cannot have a Fourier transform that vanishes beyond some wave vector: the transform of a compact function is analytic, and an analytic function that is zero in a whole region is zero everywhere. How large Q̂(K) is depends on the radius of Q compared with the grid step, and on the smoothness of Q, which sets how fast the transform decays at large K.

**What sets the size**

Take the model

Q(r) ∝ (1−r²/a²)^m for r < a, and zero outside,

normalized to charge q. The angular average of exp(−ik·r) is j₀(kr), so with t = r/a and x = ka the transform is proportional to the L = 0 case of

A(L,m) = ∫₀¹ t^(L+2) (1−t²)^m j_L(xt) dt.

The spherical Bessel identity d/dz[z^(L+2) j_{L+1}(z)] = z^(L+2) j_L(z), with z = xt, gives

t^(L+2) j_L(xt) = (1/x) d/dt [t^(L+2) j_{L+1}(xt)].

Integrate by parts. For m ≥ 1 the boundary terms vanish, at t = 1 because of (1−t²)^m and at t = 0 because of the power of t. The derivative of (1−t²)^m is −2mt(1−t²)^(m−1), so

A(L,m) = (2m/x) A(L+1,m−1).

After m such steps the remaining integral is A(L+m,0) = j_{L+m+1}(x)/x, by the same identity. Hence

A(L,m) = 2^m m! j_{L+m+1}(x)/x^(m+1).

For small x, j_n(x) → xⁿ/(2n+1)!!, so A(0,m) → 2^m m!/(2m+3)!!. Dividing by this limit fixes the normalization Q̂(0) = q:

Q̂(k) = q (2m+3)!! j_{m+1}(ka)/(ka)^(m+1).

At large x, j_n(x) ≈ sin(x−nπ/2)/x. The envelope of Q̂ therefore falls as (ka)^−(m+2). Since K is proportional to 1/h, the envelope of the ripple falls as h^(m+2), with an oscillation on top from the sine. The condition of decay as k^−(3+ε) requires m ≥ 2 for integer m. Exponents fitted to the root-mean-square error of direct grid sums over atomic positions, with Ka for the shortest K running from 16 to 56, are about 4.0, 5.1 and 6.0 for m = 2, 3 and 4, against envelope values of 4, 5 and 6. Because of the oscillation, the fitted values move by up to about 0.1 when the range or spacing of the fitted steps is changed.

**A worked ripple**

Choose q = 1 electron, a = 1.3 bohr, m = 3 and a cubic grid with h = 0.5 bohr. The shortest K has length 2π/h = 12.57 bohr⁻¹, so Ka = 16.34. Here Q̂ = 945 j₄(Ka)/(Ka)⁴. The envelope estimate of its magnitude is 945/16.34⁵ = 8.1×10⁻⁴, and the full formula gives Q̂₁ = −0.784 millielectron. For the next two shells, with |K| larger by √2 and √3, the values are Q̂₂ = −0.145 and Q̂₃ = −0.019 millielectron.

Write c_X = cos(2πX/h), and likewise c_Y and c_Z. Q̂ is real and the same for all vectors of a shell, so pairs ±K combine into cosines. The 6, 12 and 8 vectors of the first three shells contribute

δq ≈ 2Q̂₁(c_X+c_Y+c_Z) + 4Q̂₂(c_Xc_Y+c_Yc_Z+c_Zc_X) + 8Q̂₃c_Xc_Yc_Z.

With the atom on a grid point, all cosines are 1:

δq(0) ≈ 6(−0.784) + 12(−0.145) + 8(−0.019) ≈ −6.60 millielectron.

The direct grid sum gives −6.66; the small remainder belongs to higher shells. Halfway to the next point along x, c_X = −1 and c_Y = c_Z = 1. The brackets become 1, −1 and −1:

δq(h/2,0,0) ≈ 2(−0.7840) − 4(−0.1449) − 8(−0.0192) ≈ −0.83 millielectron,

compared with −0.82 from the direct sum. Moving the atom by a quarter of a bohr thus changes the charge by 5.8 millielectrons. The first shell alone would give 4×0.784 = 3.1, so it is not a good approximation on this line.

The error is negative at all five positions sampled on this line, although its mean over the grid cell is zero. There is no conflict. Averaging over X alone, with Y = Z = 0, removes c_X but leaves 4Q̂₁ + 4Q̂₂ ≈ −3.7 millielectrons from the first two shells. The mean vanishes when all three coordinates are averaged.

The root-mean-square error over the cell is 1.99 millielectrons. At h = 0.25 bohr it is 0.063, and at h = 0.125 bohr it is 0.0010. The successive reductions are by factors of about 31 and 62, while the envelope alone gives 2⁵ = 32 each time. The oscillation of j₄ about its envelope 1/x accounts for most of this. The leading sine alone is not accurate at these arguments, so use the closed form x j₄(x) = (1 − 45/x² + 105/x⁴) sin x + (10/x − 105/x³) cos x. For the first shell x = Ka is 5.2π, 10.4π and 20.8π at h = 0.5, 0.25 and 0.125, and |x j₄(x)| is 0.97, 1.00 and 0.46. The first shell alone is therefore reduced by 32 × 0.97/1.00 ≈ 31 and then by 32 × 1.00/0.46 ≈ 70. The other shells, which also enter the mean square, bring the second factor down to 62.

**Channels that carry no charge**

Each Q_jk is built from the product of two atomic partial waves j and k minus the product of their pseudized counterparts. When the two angular momenta can couple to L > 0, as for s with d or p with p, Q_jk has multipole components. Consider

Q₂(r) = B (r/a)² P₂(cosθ) (1−r²/a²)³ for r < a,

whose integral is zero. In the expansion

exp(−iK·r) = Σ_l (2l+1)(−i)^l j_l(Kr) P_l(cosγ),

where γ is the angle between K and r, the l = 2 term survives the angular integral. The factor (−i)² is −1, and ∫P₂(cosγ)P₂(cosθ)dΩ = (4π/5)P₂(cosθ_K). The factors of 5 cancel, and the radial integral is A(2,3):

Q̂₂(K) = −4πBa³ P₂(cosθ_K) · 48 j₆(Ka)/(Ka)⁴.

This vanishes at K = 0, but not at general K. On a cubic grid with R = 0, the false charge still cancels: within each shell of equal |K| the sums of K_x², K_y² and K_z² are equal, so the sum of 3K_z²−K² is zero. The same cancellation holds along the diagonal X = Y = Z, where cyclic permutation of the components of K leaves the phase unchanged. At a general position the phases spoil it. For a moment ∫Q₂r²P₂d³r = 0.1 electron bohr², moving the atom to Z = h/2 gives a false charge of 10.3 millielectrons. The false charge is proportional to the moment, which is chosen here for illustration. With this value its root-mean-square over the cell is 3.9 millielectrons, against 1.99 for the monopole above, so a channel with no charge of its own can contribute more to the error than a charged one.

**What the ripple does to energies and forces**

Place the sampled charge, at fixed occupation, in a constant potential energy V₀. The true energy is V₀q, and the true force is zero. The grid energy is V₀(q+δq), so the grid produces a force −V₀∇δq. Differentiating the cosines gives

F_x = V₀ Σ_{K≠0} K_x Q̂(K) sin(K·R).

At X = h/4 and Y = Z = 0, sin(2πX/h) = 1, and the first three shells give

F_x ≈ V₀(2π/h)(2Q̂₁ + 8Q̂₂ + 8Q̂₃).

The second coefficient comes from 4Q̂₂(2c_X+1), the second-shell term at Y = Z = 0, and the third from 8Q̂₃c_X. For V₀ = 0.5 hartree,

F_x ≈ 0.5 × 12.57 × (−1.568 − 1.159 − 0.154) ≈ −18.1 millihartree/bohr.

The finite-difference force from the direct sum is −18.4 millihartree/bohr. For this sign of V₀ it pulls the atom back towards the grid point, where the counted charge is lowest. The extra factor K_x makes the force more sensitive than the charge to short waves.

The eigenvalues suffer as well. With one projector, the overlap operator is S = 1 + q|β⟩⟨β|, and the orbitals satisfy ⟨ψ|S|ψ⟩ = 1. Adding a constant C to the potential should add CS to the Hamiltonian: the 1 comes from the soft density and the q from ∫CQd³r. Every eigenvalue of Hψ = εSψ then moves by C, and the orbitals stay the same. If S uses the exact q but the potential integral is sampled, the added operator is

CS + Cδq|β⟩⟨β|.

To first order in C, the eigenvalue moves by its expectation value,

Δε = C(1 + δq |⟨β|ψ⟩|²).

The zero of the potential has become observable, and its effect depends on where the atom sits in the grid cell. In a small one-dimensional plane-wave model with |⟨β|ψ⟩|² = 0.477, taking C = 0.5 hartree and the three-dimensional value of δq at R = 0, the error is

0.5 × (−6.66) × 0.477 ≈ −1.59 millihartree.

Diagonalization gives the same value to these digits.

**Removing the aliases, and what remains**

Since the grid misreads waves that are too short for it, one can leave them out before going to the grid. Build the augmentation density from its known transform:

Q_F(r) = (1/Ω) Σ_{|G|<G_c} Q̂(G) exp[iG·(r−R)],

where Ω is the supercell volume and G_c = π/h for the cubic grid. The sphere contains no nonzero K, since the shortest has length 2π/h. The grid sum therefore returns Q̂(0) = q for every R.

The Hartree energy of this density, with a uniform neutralizing background, is

E_H = (2π/Ω) Σ_{0<|G|<G_c} |Q̂(G)exp(−iG·R)|²/G².

The phase has modulus one, so R drops out. In a cubic supercell of side 8 bohr, E_H is 0.52221 hartree at both X = 0 and X = h/2. With direct sampling and the same cutoff in the energy sum, it is 0.52003 and 0.52200 hartree, a change of 1.97 millihartree between these two positions. This is not the full size of the ripple: with the atom at (h/2, h/2, h/2) the sampled energy is 0.52340 hartree, 3.37 millihartree above its value on a grid point.

There is a price. The truncated density is no longer confined to r < a. With the atom on a grid point, its largest tail value on the grid outside that radius is 0.6 percent of its largest grid value.

Nor does the construction remove every egg-box effect. The local-density exchange energy per volume is proportional to n^(4/3). This power of a band-limited density is not itself band-limited in general. It moves rigidly with the atom, so the Poisson argument applies to it in turn: its Fourier components at nonzero K reappear as an error with phases exp(−iK·R). With a uniform density of 0.05 bohr⁻³ added to keep n positive, the exchange energy still changes by 0.12 millihartree between X = 0 and X = h/2. Building the density from waves inside G_c makes the charge integral and this Hartree energy independent of position; the nonlinear energy needs a grid fine enough for its own short waves.

The numerical check compares the direct sums with the reciprocal sums on a cubic and a skew grid.

Table of computed values

```
augmentation charge q = 1.0 electron
support radius a = 1.30 bohr; smoothness order m = 3
grid step h = 0.50 bohr; supercell side = 8.0 bohr
shortest grid vector 2 pi/h = 12.5664 bohr^-1
K a for shortest K = 16.3363
shell n^2=1: 6 vectors, Qhat = -0.78401, sum at R=0 = -4.70405 millielectron
shell n^2=2: 12 vectors, Qhat = -0.14491, sum at R=0 = -1.73887 millielectron
shell n^2=3: 8 vectors, Qhat = -0.01920, sum at R=0 = -0.15359 millielectron
charge error for Y=Z=0, direct sum | K sum:
  X=0.0000 bohr: -6.66193 | -6.66194 millielectron
  X=0.0625 bohr: -5.75605 | -5.75606 millielectron
  X=0.1250 bohr: -3.64693 | -3.64694 millielectron
  X=0.1875 bohr: -1.58865 | -1.58867 millielectron
  X=0.2500 bohr: -0.81750 | -0.81749 millielectron
largest direct-minus-K-sum gap in tests = 1.9e-08 electron
RMS error, direct = 1.98774 millielectron
RMS error, K sum = 1.98778 millielectron
RMS error at h=0.250 bohr = 0.063328 millielectron
RMS error at h=0.125 bohr = 0.001015 millielectron
fitted decay exponent for m=2: 3.98 (envelope 4)
fitted decay exponent for m=3: 5.10 (envelope 5)
fitted decay exponent for m=4: 5.99 (envelope 6)
quadrupole moment = 0.10 electron bohr^2
quadrupole false charge, X=Y=0, Z=0.00 bohr: 0.00000 millielectron
quadrupole false charge, X=Y=0, Z=0.25 bohr: 10.34323 millielectron
soft density error, 7 points = 2.2e-16 electron
soft density error, 6 points = 0.07837 electron
constant potential V0 = 0.50 hartree
spurious x force at X=h/4, Y=Z=0: direct = -18.4241 millihartree/bohr
same force from K sum = -18.4235 millihartree/bohr
projector weight in model eigenstate = 0.47657
eigenvalue error after shift V0, R=0 = -1.58752 millihartree
first-order eigenvalue error = -1.58744 millihartree
Hartree energy, sampled, X=0: 0.5200295 hartree
Hartree energy, sampled, X=h/2: 0.5219987 hartree
sampled Hartree change = 1.96916 millihartree
Hartree energy, reciprocal build = 0.5222141 hartree
its change X=0 to h/2 = 0.0e+00 hartree
reciprocal-build charge error = 4.5e-10 electron
largest tail outside a / largest grid value = 0.606 percent
uniform background for exchange test = 0.05 bohr^-3
exchange change X=0 to h/2, reciprocal build = 0.11686 millihartree
```
